# Diffusive Growth of Periodic Grain-Boundary Voids with Uniform Plating

## A thin ring of boundary between large voids

Metal under tension can relax by moving atoms from voids into grain boundaries. The added atoms push the grains apart, and the voids grow. The simplest case to calculate is an idealized circular cell that the void almost fills.

Let each void have edge radius $a$ and occupy a circular cell of radius $b$. The solid contact is then a ring of width $\ell=b-a\ll b$, narrow enough to be treated as a straight strip. Measure $x$ from the void edge, so that $x=\ell$ is the cell rim. By symmetry no atoms cross the rim.

If the grains separate at speed $w$, a layer of thickness $w\,dt$ must be plated everywhere on the strip in time $dt$. The flux passing $x$ feeds all the boundary beyond it, so the volume crossing unit length per unit time is $w(\ell-x)$. Atoms move toward higher tension. With $M$ the transport coefficient defined below,

$$M\frac{d\sigma_n}{dx}=w(\ell-x).$$

Neglect surface energy for the moment, so that $\sigma_n=0$ at the void edge. Then

$$\sigma_n=\frac wM\left(\ell x-\frac{x^2}{2}\right),\qquad
\frac1\ell\int_0^\ell\sigma_n\,dx=\frac{w\ell^2}{M}\left(\frac12-\frac16\right)=\frac{w\ell^2}{3M}.$$

The ring has area $2\pi b\ell$ and carries the force $\pi b^2\sigma$ applied to the cell. Hence

$$\pi b^2\sigma=2\pi b\ell\,\frac{w\ell^2}{3M},\qquad w=\frac{3Mb\sigma}{2\ell^3}.$$

One power of $\ell$ comes from the shrinking load-bearing area and two from the shorter diffusion path. The general calculation has the same three parts: conservation of matter, a stress profile and a force balance.

## Model and conventions

Tension is positive. The macroscopic normal stress $\sigma$ is force divided by the whole cell area, void included. The void area fraction is $f=a^2/b^2$. The circular cell replaces the true polygonal cell of a periodic array. This works well for widely separated voids but fails near contact, where real neighbours touch first at points and leave islands of boundary instead of a ring.

The grains are rigid and separate without rotation, so the plated thickness is uniform. Voids are empty. Surface diffusion is fast enough to keep each void a symmetric lens made of two spherical caps. Lattice diffusion and creep are neglected.

An atom of volume $\Omega$ inserted into the boundary lets the load do work $\Omega\sigma_n$. Its chemical potential is therefore

$$\mu=\mu_0-\Omega\sigma_n .$$

Let $\delta$ be the boundary width and $D_b$ its diffusivity. With $1/\Omega$ atoms per unit volume, the atomic flux per unit length of boundary is $-(\delta D_b/\Omega kT)\nabla\mu=(\delta D_b/kT)\nabla\sigma_n$. Multiplication by $\Omega$ gives the volume flux

$$\mathbf j=M\nabla\sigma_n,\qquad M=\frac{\delta D_b\Omega}{kT}.$$

## Capillary stress at the void edge

Let $\gamma_s$ and $\gamma_b$ be the surface and grain-boundary energies, taken as isotropic. Each cap meets the boundary plane at angle $\psi$. Balance of tensions in the plane gives $\gamma_b=2\gamma_s\cos\psi$.

Write $c=\cos\psi$. The cap radius is $R=a/\sin\psi$. A cap has area $2\pi R^2(1-c)$ and volume $\pi R^3(1-c)^2(2+c)/3$, so

$$V=\frac{2\pi}{3}R^3(1-c)^2(2+c).$$

The void creates two caps and removes a disc of boundary. Its interfacial energy is

$$\begin{aligned}
G&=4\pi R^2(1-c)\gamma_s-\pi R^2(1-c^2)\,2\gamma_sc\\
&=2\pi\gamma_sR^2(1-c)\,[2-c(1+c)]\\
&=2\pi\gamma_sR^2(1-c)^2(2+c),
\end{aligned}$$

because $2-c-c^2=(1-c)(2+c)$. At fixed $\psi$, $G\propto R^2$ and $V\propto R^3$. Thus

$$\frac{dG}{dV}=\frac{2G}{3V}=\frac{2\gamma_s}{R}=\frac{2\gamma_s\sin\psi}{a}\equiv\sigma_0 .$$

Adding one atom to the void wall reduces $V$ by $\Omega$, so $\mu=\mu_0-\Omega\sigma_0$ there. Equality of chemical potential at the edge requires $\sigma_n(a)=\sigma_0$.

## Stress on the boundary

Consider the part of the boundary between radius $r$ and the rim. Plating consumes volume at the rate $w\pi(b^2-r^2)$, and all of it enters through the circle of length $2\pi r$. The outward flux is therefore

$$j(r)=\frac{w(b^2-r^2)}{2r}=M\frac{d\sigma_n}{dr}.$$

This is the integrated form of $M\nabla^2\sigma_n=-w$ with $j(b)=0$. Integrating from $a$ gives

$$\sigma_n(r)=\sigma_0+\frac{w}{2M}\left[b^2\ln\frac ra-\frac{r^2-a^2}{2}\right].$$

The stress rises to the rim, where atoms have travelled farthest.

## Force balance and the denominator

Cut the solid just above the boundary plane. The applied force $\pi b^2\sigma$ is balanced by tension on the solid ring and by the pull of the severed void surface. That surface exerts $\gamma_s$ per unit length, with normal component $\gamma_s\sin\psi$, along a circle of length $2\pi a$. From the definition of $\sigma_0$,

$$2\pi a\gamma_s\sin\psi=\pi a^2\sigma_0 .$$

The balance is therefore

$$\pi b^2\sigma=\pi a^2\sigma_0+\int_a^b\sigma_n\,2\pi r\,dr .$$

The constant part of $\sigma_n$ contributes $\pi(b^2-a^2)\sigma_0$. Together the two capillary terms make $\pi b^2\sigma_0$, leaving

$$\pi b^2(\sigma-\sigma_0)=\frac{\pi w}{M}\int_a^b\left[b^2r\ln\frac ra-\frac{r(r^2-a^2)}2\right]dr .$$

Integration by parts gives

$$\int_a^b r\ln\frac ra\,dr=\frac{b^2}{2}\ln\frac ba-\frac12\int_a^b r\,dr=\frac{b^2}{2}\ln\frac ba-\frac{b^2-a^2}{4}.$$

For the other term, put $s=r^2-a^2$, so $r\,dr=ds/2$:

$$\int_a^b\frac{r(r^2-a^2)}2\,dr=\frac14\int_0^{b^2-a^2}s\,ds=\frac{(b^2-a^2)^2}{8}.$$

Use $b^2-a^2=b^2(1-f)$ and $\ln(b/a)=\tfrac12\ln(1/f)$. Then

$$\begin{aligned}
\pi b^2(\sigma-\sigma_0)
&=\frac{\pi wb^4}{M}\left[\frac14\ln\frac1f-\frac{1-f}{4}-\frac{(1-f)^2}{8}\right]\\
&=\frac{\pi wb^4}{4M}\left[\ln\frac1f-\frac{(1-f)(2+1-f)}2\right].
\end{aligned}$$

Define

$$Q(f)=\ln\frac1f-\frac{(3-f)(1-f)}2 .$$

The opening speed is

$$w=\frac{4M(\sigma-\sigma_0)}{b^2Q(f)} .$$

Solid volume is conserved, so the void volume grows as fast as the cell volume, at $\pi b^2w$:

$$\boxed{\frac{dV}{dt}=\frac{4\pi M(\sigma-\sigma_0)}{\ln(1/f)-(3-f)(1-f)/2}}$$

Diffusion removes $\pi(b^2-a^2)w=(1-f)\,dV/dt$ from the void. The remaining part, $\pi a^2w$, comes from separation of the void's two halves.

## The same result from energy

The capillary term can be confirmed without a force balance. The load supplies power $\sigma\pi b^2w$. Interfacial energy grows at $\sigma_0\,dV/dt=\sigma_0\pi b^2w$. The difference is dissipated by diffusion, at the rate $j\,d\sigma_n/dr=j^2/M$ per unit area:

$$\begin{aligned}
\int_a^b\frac{j^2}{M}2\pi r\,dr
&=\frac{\pi w^2}{2M}\int_a^b\frac{(b^2-r^2)^2}{r}\,dr\\
&=\frac{\pi w^2b^4}{2M}\left[\frac12\ln\frac1f-(1-f)+\frac{1-f^2}{4}\right]\\
&=\frac{\pi w^2b^4}{4M}\,Q(f).
\end{aligned}$$

The last line uses $-2(1-f)+(1-f)(1+f)/2=-(1-f)(3-f)/2$. Setting this equal to $(\sigma-\sigma_0)\pi b^2w$ returns the same $w$. Had the surface pull been omitted from the force balance, the driving stress would have been $\sigma-(1-f)\sigma_0$, which violates this energy balance. The denominator would not change.

## Limits

With $\varepsilon=1-f$, the subtracted term is $(2+\varepsilon)\varepsilon/2=\varepsilon+\varepsilon^2/2$. These are the first two terms of $\ln(1/f)=-\ln(1-\varepsilon)$, so

$$Q=\sum_{k=3}^{\infty}\frac{\varepsilon^k}{k}.$$

Hence $Q>0$ for $0<f<1$, and the sign of growth is that of $\sigma-\sigma_0$. A void smaller than $a_c=2\gamma_s\sin\psi/\sigma$ shrinks.

Near contact, $\varepsilon\approx2\ell/b$ and $Q\approx\varepsilon^3/3=8\ell^3/(3b^3)$. For $\sigma_0=0$ this gives $w=3Mb\sigma/(2\ell^3)$, the opening result. For small voids, $Q\approx\ln(1/f)-3/2$: at fixed driving stress the volume rate depends only logarithmically on void size.

## Radius and time

Write $V=(4\pi/3)ha^3$. Comparison with the cap volume, using $\sin^2\psi=(1-c)(1+c)$, gives

$$h=\frac{(1-c)^2(2+c)}{2\sin^3\psi}=\frac{1}{\sin\psi}\left[\frac1{1+c}-\frac c2\right].$$

Since $dV/dt=4\pi ha^2\,da/dt$,

$$\frac{da}{dt}=\frac{M(\sigma-\sigma_0)}{a^2hQ(f)} .$$

If $\sigma$ is held fixed and capillarity is ignored, the time from zero radius to contact follows with $x=a/b$:

$$\begin{aligned}
t_c&=\frac{hb^3}{M\sigma}\int_0^1x^2\left[-2\ln x-\frac{3-4x^2+x^4}{2}\right]dx\\
&=\frac{hb^3}{M\sigma}\left[\frac29-\frac12\left(1-\frac45+\frac17\right)\right]
=\frac{16}{315}\frac{hb^3}{M\sigma}.
\end{aligned}$$

This is a scale for growth, not for nucleation, since real voids below $a_c$ do not grow.

## Example: a copper line during a bake

Take rough parameters for copper at 473 K: $\gamma_s=1.7$ J/m², $\gamma_b=0.6$ J/m², $\Omega=0.0118$ nm³, and $\delta D_b=(5\times10^{12}\ \mathrm{nm^3/s})\,e^{-1.08\,\mathrm{eV}/kT}$. Choose $a=30$ nm, $b=150$ nm and $\sigma=250$ MPa.

Here $kT=0.0408$ eV, or 6.53 MPa nm³, and $\delta D_b=15.55$ nm³/s. Thus

$$M=\frac{15.55\times0.0118}{6.53}=0.0281\ \mathrm{nm^3/(MPa\,s)}.$$

The energies give $\psi=79.8^\circ$ and $h=0.774$. Since 1 J/m² is 1000 MPa nm,

$$\sigma_0=\frac{2\times1700\times\sin79.8^\circ}{30}=112\ \mathrm{MPa}.$$

The critical radius is 13.4 nm, so this void grows. With $f=0.04$,

$$Q=\ln25-\frac{2.96\times0.96}{2}=3.219-1.421=1.798,$$

$$\frac{dV}{dt}=\frac{4\pi\times0.0281\times138.4}{1.798}\approx27\ \mathrm{nm^3/s}\approx9.8\times10^4\ \mathrm{nm^3/h}.$$

The grains separate at 1.4 nm/h and the edge radius grows at 11 nm/h. The boundary tension rises from 112 MPa at the void to 285 MPa at the rim. It exceeds the applied 250 MPa there because the region near the void carries less.

At constant stress, $t_c=5.2$ h. Numerical integration of $da/(da/dt)$ with capillarity included gives 6.0 h from 30 nm to contact. The later start shortens the time, but the reduced driving stress more than offsets it. Both times are formal results of the model. Under held load the mean tension on the remaining boundary reaches about 650 MPa at $a=120$ nm and 1200 MPa at 135 nm, where plastic flow, neglected here, is likely in copper.

## Loss of stress in a confined line

A confined line does not hold its stress as the boundary opens. Suppose voided boundaries are $L=2000$ nm apart and the line loses stress with a rough effective stiffness $K=100$ GPa. Starting from $a_0=30$ nm,

$$\sigma(a)=\sigma(a_0)-\frac KL\,\frac{V(a)-V(a_0)}{\pi b^2}.$$

Each nanometre of opening costs $K/L=50$ MPa. Growth stops when $\sigma(a)=\sigma_0(a)$. Solving this numerically gives $a=47$ nm at a stress of 71 MPa. For these values the void never reaches contact. The result depends on the length over which the opening is relaxed, taken here as the full spacing $L$. A line bonded to its surroundings may shed load over a shorter length. With the same $K$, arrest comes at 33 nm for a length of 300 nm, 40 nm for 1000 nm and 78 nm for 10 µm, while for 100 µm the void reaches contact. Growth to 40 nm takes 1.3 h, against 0.9 h at held stress. The boxed formula thus gives an initial rate; a lifetime also needs the stress available to the void.

## Other corrections

**Stress-dependent diffusivity.** Here $\sigma\Omega/kT=0.45$ is not small. If vacancies carry the flux and their concentration varies as $e^{\sigma_n\Omega/kT}$, with $D_b$ specified at zero stress, then

$$j=Me^{\sigma_n\Omega/kT}\frac{d\sigma_n}{dr}=M\frac{dW}{dr},\qquad W=\frac{kT}{\Omega}e^{\sigma_n\Omega/kT}.$$

Now $W-W(a)$ has the former radial profile. Adjusting $w$ numerically until the force balance holds gives a rate 1.41 times the constant-$D_b$ value. At held load the factor is nearly unchanged at $a=60$ nm, then grows as the remaining boundary carries more stress, reaching 2.1 at $a=120$ nm and 4.2 at 135 nm. The contact times above, which use constant $D_b$, are therefore overestimates if this mechanism operates.

**Elastic grains.** Let plating be uneven with wavenumber $k$. For a half-space $y>0$ under surface stress $p\cos kx$, the plane-strain stresses are $\sigma_{yy}=p\cos kx\,(1+ky)e^{-ky}$ and $\sigma_{xx}=p\cos kx\,(1-ky)e^{-ky}$. Integrated over depth, the first gives $2p\cos kx/k$ and the second zero. The surface displacement amplitude is therefore $2p/(E'k)$, where $E'=E/(1-\nu^2)$. Two grains share an uneven thickness $u$, which changes the tension by $-E'ku/4$. Diffusion then gives

$$\dot u=-\frac{ME'k^3}{4}u,\qquad \tau=\frac{4}{ME'k^3}.$$

For $E=120$ GPa, $\nu=0.34$ and $k=3.83/b$, the lowest axisymmetric mode with no rim flux when the void is ignored, $\tau\approx63$ s. This is far below $a/(da/dt)\approx9700$ s, which supports uniform plating here.

**Void shape.** If each cap loses matter uniformly, its surface flux at polar angle $\theta$ is proportional to $\tan(\theta/2)$, since cap area divided by circumference is $R\tan(\theta/2)$. Each cap supplies half the edge flux $j(a)$. With $M_s$ the surface counterpart of $M$, the capillary stress varies over the cap by

$$\Delta\sigma_0=\frac{j(a)R}{2M_s\tan(\psi/2)}\int_0^\psi\tan\frac\theta2\,d\theta .$$

For the 30 nm void, keeping this below 10% of $\sigma_0$ requires $M_s/M$ above about 4.3. Loss that preserves the growing lens is somewhat greater near the edge, which lowers this value to about 4.0. At held stress the required ratio rises steeply as the void grows. For lens-preserving loss it is about 26 at $a=60$ nm and 100 at 90 nm (about 29 and 130 for uniform loss), so the contact times assume very fast surface diffusion. The further the ratio falls below the required value, the poorer the lens approximation becomes.

**Cell shape and lattice diffusion.** For a square array at the same $f$, a harmonic expansion fitted to zero flux on the cell edges gives $Q=1.822$, so the rate is about 1.3% lower. The difference grows with void size: the square-array $Q$ is 1.3 times the circular value at $f=0.5$ and 3.4 times at $f=0.77$, just before the voids touch at $f=\pi/4$. For the same cell area they touch at $a=133$ nm, not 150 nm. With a rough lattice diffusivity $D_l=(2\times10^{13}\ \mathrm{nm^2/s})\,e^{-2.04\,\mathrm{eV}/kT}$, the transport ratio $D_lb/(\delta D_b)$ is about $4\times10^{-8}$.

## How the model compares with interconnects

Bakes near 200 °C and tensions of order 100 MPa are relevant to copper interconnects; 250 MPa at the bake temperature is a high choice. The choice matters: at 100 MPa the 30 nm void would shrink, because its capillary stress is 112 MPa. A regular array of existing 30 nm voids is also an idealization. Real voids may form singly near vias and draw atoms along interfaces, a path not included or sized here. Confinement breaks the constant-stress assumption and, for the chosen spacing and stiffness, changes the outcome from contact to arrest near 47 nm. The growth time is also very sensitive to the diffusivity: lowering the activation energy by 0.1 eV at fixed prefactor multiplies the rate by 12. At 373 K, with the same void and stress, the rate is about $10^{-3}$ of that at 473 K. Hours in this example are therefore not a prediction of product life.
